# Why one PBE-type gradient coefficient cannot fit atoms and slowly varying densities

Take an exchange functional whose gradient term is right for a slowly varying electron gas, and apply it to a free calcium atom. In the form used by PBE and PBEsol it misses the exchange energy by 1.14 hartree, about 31 eV. Now raise the gradient coefficient until calcium comes out right. The gradient correction to the response of the electron gas is then nearly twice too large. The belief that one generalized gradient approximation (GGA) of this kind can be right for both fails in either direction.

The belief needs a precise form before it can be refuted, because a looser version of it survives.

## The functional and its one coefficient

Hartree atomic units are used, and densities are spin-unpolarized. A GGA for exchange reads

$$E_x^{\rm GGA}[n]=\int e_{\rm LDA}(n)\,F(s)\,d^3r,\qquad e_{\rm LDA}=-C\,n^{4/3},\quad C=\tfrac34\left(\tfrac3\pi\right)^{1/3},$$

$$s=\frac{|\nabla n|}{2k_Fn},\qquad k_F=(3\pi^2n)^{1/3}.$$

The PBE form of the enhancement factor is

$$F_\mu(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa}=1+\frac{\mu s^2}{1+\mu s^2/\kappa},\qquad \kappa=0.804 .$$

For small $s$ it behaves as $1+\mu s^2$; for large $s$ it saturates at $1+\kappa$. PBEsol exchange has $\mu=10/81\approx0.1235$, and PBE exchange has $\mu\approx0.2195$.

## The counter-example: calcium

To ask which $\mu$ an atom needs, we need the exact exchange energy of a known density. Orbitals that fill the lowest levels of a local potential are the Kohn–Sham orbitals of their own density $n$. Their Fock exchange energy is therefore $E_x[n]$ for that density, up to the finite basis. The potential need not be the true one, since all functionals are compared on the same $n$.

Here the potential comes from a self-consistent, nonrelativistic, exchange-only PBE calculation. Correlation and relativity are left out, so this is a reasonable calcium density, not the true one. In hartree:

- exact exchange of this density: $-35.166$
- LDA: $-32.578$
- PBE form with $\mu=10/81$: $-34.023$
- PBE form with $\mu=0.2195$: $-34.997$

The gradient correction has to supply $35.166-32.578=2.588$ hartree. With $\mu=10/81$ it supplies $34.023-32.578=1.445$ hartree, which is 56 % of the need. The missing 1.143 hartree is 3.3 % of the exact exchange energy. The PBE value leaves 0.169 hartree, or 0.5 %.

Solving $E_x^{\rm GGA}(\mu)=E_x[n]$ gives

$$\mu_{\rm Ca}=0.237=1.92\times\frac{10}{81}.$$

Calcium is not peculiar in this. Consider noninteracting electrons that fill the lowest one, two or three shells of the potential $-Z/r$. Changing $Z$ turns the density $n(\mathbf r)$ into $Z^3n(Z\mathbf r)$. Then $|\nabla n|$ and $n^{4/3}$ both gain a factor $Z^4$, so $s$ at corresponding points is unchanged. The exact, LDA and GGA exchange energies all scale as $Z$, and the required $\mu$ does not depend on $Z$. The results are:

| Electrons | $\mu$, PBE form | $\mu$, undamped $1+\mu s^2$ |
|---|---|---|
| 2 | 0.276 | 0.147 |
| 10 | 0.263 | 0.185 |
| 28 | 0.266 | 0.204 |

In the PBE form these model atoms need 0.26 to 0.28, a little over twice $10/81$, with calcium somewhat lower. The required value is not a universal constant. The last column shows how much it depends on the behaviour of $F$ beyond small $s$; for calcium the undamped form needs 0.202. The undamped value must be the smaller one, because $F_\mu(s)<1+\mu s^2$ for $s>0$.

## What the electron gas demands of a GGA

Let a uniform gas of density $n_0$ carry a weak density wave, $n=n_0+2\eta\cos(qz)$, and let $Q=q/(2k_F)$. Define the exchange kernel $f_x(q)$ through the second-order exchange energy per volume. Since $\langle(2\eta\cos qz)^2\rangle=2\eta^2$,

$$\frac{E^{(2)}}{V}=\tfrac12f_x(q)\,\langle\delta n^2\rangle=f_x(q)\,\eta^2 .$$

There is no first-order term, because the wave leaves the particle number unchanged.

Expanding $-Cn^{4/3}$ to second order gives the LDA part:

$$-\tfrac12\,C\,\tfrac43\,\tfrac13\,n_0^{-2/3}\,(2\eta^2)=-\tfrac49\,C\,n_0^{-2/3}\eta^2 .$$

With $n_0=k_F^3/(3\pi^2)$ this means $f_{\rm LDA}=-\pi/k_F^2$.

For the gradient part, $\langle|\nabla n|^2\rangle=2\eta^2q^2$, and so

$$-C\,n_0^{4/3}\,\mu\,\frac{2\eta^2q^2}{4k_F^2n_0^2}=-2\mu Q^2\,C\,n_0^{-2/3}\eta^2 .$$

Dividing the sum of the two parts by the LDA part gives

$$\frac{f_x^{\rm GGA}}{f_{\rm LDA}}=1+\frac92\,\mu\,Q^2. \tag{1}$$

Terms of order $s^4$ in $F$ are of order $\eta^4$ and drop out. The gas therefore sees the coefficient of $s^2$ and nothing else of $F$.

The same coefficient governs any slowly varying density for which a second-order gradient expansion exists. Exchange obeys $E_x[\gamma^3n(\gamma\mathbf r)]=\gamma E_x[n]$, which restricts the second-order terms to $n^{-4/3}|\nabla n|^2$ and $n^{-1/3}\nabla^2n$. Up to a surface term, the identity

$$\nabla\cdot(n^{-1/3}\nabla n)=n^{-1/3}\nabla^2n-\tfrac13n^{-4/3}|\nabla n|^2$$

turns the second into the first. One number remains, and the weak wave measures it.

## The exact kernel

The wave is produced by a Kohn–Sham potential $2\lambda\cos(qz)$, which couples the plane waves $\mathbf k$ and $\mathbf k\pm\mathbf q$ with strength $\lambda$. Let $f_{\mathbf k}$ be the occupation (0 or 1) and $\varepsilon_{\mathbf k}=k^2/2$. First-order perturbation theory gives the density-matrix element between $\mathbf k$ and $\mathbf k+\mathbf q$, with one contribution from each state if it is occupied:

$$\gamma_{\mathbf k,\mathbf k+\mathbf q}=\lambda D_{\mathbf k},\qquad D_{\mathbf k}=\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

In second order, weight leaves occupied states and arrives in empty ones:

$$\delta n_{\mathbf k}=\lambda^2\sum_\pm\frac{f_{\mathbf k\pm\mathbf q}-f_{\mathbf k}}{(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q})^2}.$$

The second-order level shifts also move the Fermi surface by an amount of order $\lambda^2$. This reoccupation conserves the particle number and involves only states at $k_F$, where the exchange self-energy defined below has a single value, so it adds nothing to the energy at order $\lambda^2$.

The Fock energy is $-\frac12\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2/|\mathbf r-\mathbf r'|$. Insert plane waves, sum over two spins, and write $\int_{\mathbf k}=\int d^3k/(2\pi)^3$ and $v(\mathbf p)=4\pi/p^2$:

$$\frac{E_x}{V}=-\int_{\mathbf k}\int_{\mathbf k'}\sum_{\mathbf p}v(\mathbf k-\mathbf k')\,\gamma_{\mathbf k,\mathbf k+\mathbf p}\,\gamma_{\mathbf k'+\mathbf p,\mathbf k'} .$$

Two kinds of term are of order $\lambda^2$.

For $\mathbf p=0$, one factor is $\delta n$ and the other is $f$, in two equivalent ways. With the exchange self-energy $\Sigma_{\mathbf k}=-\int_{\mathbf k'}v(\mathbf k-\mathbf k')f_{\mathbf k'}$ this gives $2\int_{\mathbf k}\Sigma_{\mathbf k}\,\delta n_{\mathbf k}$. In the part of $\delta n_{\mathbf k}$ that contains $\mathbf k-\mathbf q$, shift $\mathbf k\to\mathbf k+\mathbf q$. The two parts then combine into a difference $\Sigma_{\mathbf k+\mathbf q}-\Sigma_{\mathbf k}$.

For $\mathbf p=\pm\mathbf q$, both factors are of first order, and the two signs contribute equally.

The density amplitude is $\eta=\lambda\chi_0$ with $\chi_0=2\int_{\mathbf k}D_{\mathbf k}$. Dividing $E^{(2)}/V$ by $\eta^2$ gives

$$f_x(q)=\frac{2}{\chi_0^2}\left[\int_{\mathbf k}\frac{(f_{\mathbf k}-f_{\mathbf k+\mathbf q})(\Sigma_{\mathbf k+\mathbf q}-\Sigma_{\mathbf k})}{(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})^2}-\int_{\mathbf k}\int_{\mathbf k'}v(\mathbf k-\mathbf k')D_{\mathbf k}D_{\mathbf k'}\right]. \tag{2}$$

The limit $q\to0$ checks signs and factors. Set $k_F=1$. Then $D_{\mathbf k}\to-\delta(k-1)$, and since $\int_{\mathbf k}\delta(k-1)=1/(2\pi^2)$, $\chi_0\to-1/\pi^2$. The first integral tends to $\Sigma'(1)/(2\pi^2)$. Moving the derivative onto $f_{\mathbf k'}$ gives $\Sigma'(1)=\langle v\cos\vartheta\rangle/(2\pi^2)$, where $\vartheta$ is the angle between two points on the Fermi sphere and the brackets average over the sphere. The second integral tends to $\langle v\rangle/(4\pi^4)$.

Each average diverges logarithmically by itself, so a weak screening is kept in $v$ until they are combined. On the sphere $v=4\pi/[2(1-\cos\vartheta)]$, hence

$$f_x(0)=2\pi^4\,\frac{\langle v(\cos\vartheta-1)\rangle}{4\pi^4}=\frac{-2\pi}{2}=-\pi,$$

which is the LDA value found above.

At finite $q$ the integrals in (2) are evaluated numerically. Equation (1) then defines an apparent coefficient $\mu(Q)=(f_x/f_{\rm LDA}-1)/(\frac92Q^2)$. At $Q=0.2$ the exact ratio is 1.02275, so

$$\mu(0.2)=\frac{0.02275}{4.5\times0.04}=0.1264 .$$

At $Q=0.3$ and $0.4$ the values are 0.1303 and 0.1362. A quadratic in $Q^2$ through the three points extrapolates to

$$\mu_{\rm gas}=0.1235\quad\text{at }Q=0 .$$

This agrees with the known closed value $10/81=0.12346$. The closed form itself is not derived here: what is established is its agreement with (2), tested to within 0.002. That is ample to exclude the atomic values.

## The correct statement and its proof

**Statement.** Let $F_\mu$ have the PBE form with fixed $\kappa$, and let $n$ be a density whose gradient vanishes only on a set of zero volume, as in an atom, with

$$(1+\kappa)E_{\rm LDA}<E_x[n]<E_{\rm LDA}.$$

Then one and only one positive $\mu$ reproduces $E_x[n]$. If $\mu=\mu_{\rm gas}$ leaves the GGA energy above $E_x[n]$, the required value exceeds $\mu_{\rm gas}$, and no single $\mu$ gives both this energy and the second-order response of the slowly varying gas.

**Proof.** Differentiating the PBE form gives

$$\frac{\partial F_\mu}{\partial\mu}=\frac{s^2}{(1+\mu s^2/\kappa)^2},$$

which is positive wherever $s>0$. Since $e_{\rm LDA}<0$, the GGA energy falls strictly and continuously as $\mu$ grows. It starts at $E_{\rm LDA}$ for $\mu=0$ and tends to $(1+\kappa)E_{\rm LDA}$ for $\mu\to\infty$, because $F_\mu\to1+\kappa$ wherever $s>0$ and the places with $s=0$ carry no weight in an atom. It therefore passes $E_x[n]$ once. If it is still above $E_x[n]$ at $\mu_{\rm gas}$, the crossing lies at larger $\mu$. By (1), the gas response is right to order $Q^2$ if and only if $\mu=\mu_{\rm gas}$. The two demands exclude each other. ∎

Calcium meets the conditions: $-35.17$ lies between $-32.58$ and $1.804\times(-32.58)=-58.8$ hartree, and $\mu=10/81$ leaves the energy too high.

The price on the gas side follows from (1). At $Q=0.2$ the exact kernel exceeds the LDA kernel by 2.3 %. With $\mu=10/81$ the excess is 2.2 %; with $\mu_{\rm Ca}$ it is $4.5\times0.237\times0.04=4.3$ %.

## Why the atom asks for more

An atom is not a weakly perturbed gas. In calcium the median of $s$, weighted by LDA exchange, is 0.57. Regions with $s>1$ supply 12 % of the integral $\int e_{\rm LDA}s^2\,d^3r$, so a change of $\mu$ acts mainly where $s<1$. This does not say where in the atom the missing exchange energy lies, which was not computed.

Damping explains part of the deficit. The undamped correction is linear in $\mu$, so $\mu=10/81$ would recover $0.1235/0.2017=61$ % of the gap between LDA and exact exchange, against 56 % with damping. Most of the deficit is thus present before any damping. Its source is not established here. The rise of $\mu(Q)$ between $Q=0.2$ and $0.4$ shows that the higher-order terms quadratic in the density change, such as $(\nabla^2n)^2$, strengthen exchange in the weakly perturbed gas at long wavelengths. For short waves the trend reverses: at $Q=1.1$ the exact kernel is already only about 0.6 of the LDA kernel. That does not carry over to the atom. Terms such as $|\nabla n|^2\nabla^2n$ are of order $\eta^3$ or higher, so the weak wave does not measure them, while in an atom they need not be small and may have the opposite sign.

## What survives of the belief

The statement concerns a form in which one $\mu$ governs both small and moderate $s$. It does not forbid every GGA. Replace $\mu s^2$ in the PBE form by

$$X=\tfrac{10}{81}s^2+c\,s^4,\qquad F=1+\frac{X}{1+X/\kappa}.$$

The $s^2$ coefficient is still $10/81$, so the gas response (1) is untouched. Choosing $c=0.218$ makes the exchange energy of the calcium density right as well.

On the model shells with 2, 10 and 28 electrons, this form gives exchange energies whose magnitudes are off by $+1.7$, $-0.5$ and $-1.0$ %, relative to exact exchange. The PBE form with $\mu_{\rm Ca}$ gives $-1.4$, $-0.6$ and $-0.5$ %. On these three models neither is uniformly better, but that does not show the flexible form to serve atoms in general. On self-consistent exchange-only PBE densities of real atoms, the same $c$ gives magnitudes off by $+3.6$ % for He, $+3.3$ % for Be, $+1.4$ % for Ne and $-0.75$ % for Sr, while the PBE form with $\mu_{\rm Ca}$ stays within 0.5 % for all four. What survives is that a flexible form can match the gas and one chosen atom; a single $c$ does not carry over to light atoms.

Within the PBE form a choice must be made, and this motivates PBEsol. It restores $\mu=10/81$ for the sake of slowly varying densities and accepts poorer atomic exchange energies. Whether that improves a given solid is a separate question, because real solids contain atomic cores and need correlation too. No property of a solid has been computed here. The numerical check below covers the gas kernel, calcium and the model shells.

## Computed values

```
UNIFORM GAS (dimensionless)
10/81 = 0.123457
Q=0.2: exact f_x/f_LDA = 1.02275, apparent mu = 0.12641
Q=0.3: exact f_x/f_LDA = 1.05278, apparent mu = 0.13031
Q=0.4: exact f_x/f_LDA = 1.09807, apparent mu = 0.13621
apparent mu extrapolated to Q=0: 0.12347
GGA kernel ratio, finite difference, mu=0.26, Q=0.4: 1.18720
GGA kernel ratio, formula, same case: 1.18720
CALCIUM ATOM (exchange-only PBE density)
basis functions: 68; -E/T (1 if complete): 1.0000042
exact exchange of this density: -35.1656 hartree
LDA exchange: -32.5778 hartree
exact minus LDA: -2.5879 hartree
damped GGA, mu=10/81 (PBEsol exchange): -34.0225 hartree
damped GGA, mu=0.21951 (PBE exchange): -34.9971 hartree
error with mu=10/81: 1.1431 hartree
same error: 31.11 eV
error with PBE mu: 0.1685 hartree
part of exact-minus-LDA recovered by mu=10/81: 55.8 %
required mu, damped form, kappa=0.804: 0.2373
required mu divided by 10/81: 1.922
required mu, exponential damping, same kappa: 0.2199
required mu, undamped 1+mu s^2: 0.2017
exchange-weighted median of s: 0.574
share of undamped s^2 integral from s>1: 12.2 %
FILLED HYDROGENIC SHELLS (nuclear charge 1)
N=28 total energy error of the basis: 0.000048 hartree
same without exponents below 0.007: 0.003130 hartree
N=2: exact E_x -0.62500, LDA -0.53607 hartree
N=2: required mu damped 0.2758, undamped 0.1469
N=10: exact E_x -1.74785, LDA -1.60833 hartree
N=10: required mu damped 0.2630, undamped 0.1846
N=28: exact E_x -3.39605, LDA -3.22270 hartree
N=28: required mu damped 0.2658, undamped 0.2041
PRICE OF THE ATOMIC MU IN THE GAS, Q=0.2 (dimensionless)
kernel-ratio error with mu=10/81: -0.00053
kernel-ratio error with calcium mu: 0.01996
GGA WITH 10/81 KEPT AND AN s^4 TERM FITTED TO CALCIUM
fitted s^4 coefficient inside the damping: 0.2182
N=2: E_x error, s^4 form 1.74 %, calcium mu -1.41 %
N=10: E_x error, s^4 form -0.54 %, calcium mu -0.64 %
N=28: E_x error, s^4 form -0.98 %, calcium mu -0.48 %
```
